# Zero-energy orbitals of triangular zigzag graphene flakes

## Problem

A flat graphene flake has the shape of an equilateral triangle with zigzag edges and $n\ge 1$ hexagons along each side. Each carbon atom carries one $p_z$ orbital. All site energies are equal and set to zero, and an electron hops between nearest neighbours with matrix element $-t$, where $t>0$. Edge atoms are passivated by one hydrogen each, which leaves their $p_z$ orbitals in place. Electron repulsion and the growth substrate are left out at first.

1. Estimate by scaling how many orbitals lie at zero energy, and how the first nonzero level depends on $n$.
2. Find the number of zero-energy orbitals per spin exactly. Decide whether the difference between the numbers of atoms on the two sublattices is enough to fix it.
3. Work out the case $n=4$ with $t=2.7$ eV and bond length $a=0.142$ nm, which are rough typical values for graphene, and size the main effects left out.

## First estimate by scaling

Zero-energy states of graphene are expected at zigzag edges, so consider one long straight edge. Its outermost atoms belong to one sublattice, called A. Let $\psi_c(a)$ be the amplitude on the A atom number $a$ of row $c$, with $c=0$ at the edge. (As an index, $a$ is an integer; as a length, it is the bond length.) Each atom of the other sublattice, B, has two A neighbours in row $c$ and one in row $c+1$. At zero energy the amplitudes around it must add to zero:

$$\psi_{c+1}(a)=-\psi_c(a)-\psi_c(a+1).$$

For a wave $\psi_c(a)\propto e^{ika}$ along the edge, each step inward multiplies the amplitude by $-(1+e^{ik})$, whose modulus is $2|\cos(k/2)|$. The state decays inward if this is below 1, that is, for $2\pi/3<k<4\pi/3$. This is one third of the full range $2\pi$.

An edge with $n$ outer atoms has about $n$ allowed values of $k$, hence about $n/3$ edge states. Three edges give

$$\text{number of zero modes}\approx 3\times\frac n3=n .$$

The estimate treats the edges as long and separate. It can therefore miss a constant that does not grow with $n$.

For the first nonzero level, the low-energy dispersion of graphene is linear, with energy of order $ta$ times the wavenumber measured from a Dirac point. Confinement to a side $L\propto na$ makes that wavenumber of order $1/L$, so the level should fall as $t/n$ for large $n$.

## Exact solution

### Labels for the atoms

Give each hexagon a triple of non-negative integers with sum $n-1$. Let $e_1,e_2,e_3$ be the triples $(1,0,0)$, $(0,1,0)$, $(0,0,1)$. The six atoms of hexagon $h$ are the three B atoms $h+e_x$ and the three A atoms $h+e_x+e_y$ with $x\ne y$.

The B atoms are thus all triples with sum $n$. The A atoms are the triples with sum $n+1$ that have at least two nonzero entries. This excludes the three corners $(n+1,0,0)$, $(0,n+1,0)$ and $(0,0,n+1)$. A B atom $(i,j,k)$ is bonded to

$$(i+1,j,k),\qquad (i,j+1,k),\qquad (i,j,k+1),$$

whenever the A atom in question exists. Since there are $(s+1)(s+2)/2$ non-negative triples with sum $s$,

$$N_B=\frac{(n+1)(n+2)}2,\qquad N_A=\frac{(n+2)(n+3)}2-3=\frac{n(n+5)}2 .$$

Their sum is $n^2+4n+1$ and their difference is $N_A-N_B=n-1$.

### What the imbalance proves

Let $M$ be the matrix with one row per B atom and one column per A atom, with entry 1 for a bond and 0 otherwise. With A amplitudes $\alpha$ and B amplitudes $\beta$, the equation $H\Psi=E\Psi$ reads

$$-tM^{T}\beta=E\alpha,\qquad -tM\alpha=E\beta .$$

At $E=0$ these separate into $M\alpha=0$ and $M^T\beta=0$. The solution spaces have dimensions $N_A-\operatorname{rank}M$ and $N_B-\operatorname{rank}M$, so

$$\text{number of zero modes}=N_A+N_B-2\operatorname{rank}M .$$

The rank cannot exceed $N_B$, so there are at least $N_A-N_B=n-1$ zero modes. Equality requires $\operatorname{rank}M=N_B$, which the imbalance does not supply.

A counterexample shows that this matters. Join two $n=3$ triangles, pointing in opposite directions, so that they share one corner hexagon. The result has 38 atoms, 19 on each sublattice. One triangle by itself has at least two zero modes on its A sublattice. Try to continue them into the other triangle with zero amplitude. The shared A atoms $(3,1,0)$ and $(3,0,1)$ have new B neighbours there, so their amplitudes must vanish. The equation at the corner B atom $(3,0,0)$ already makes these two amplitudes opposite, so this is one condition. At least one mode survives. Inversion through the centre of the shared hexagon exchanges the triangles and the sublattices, and gives another mode on B. The imbalance is zero, yet there are at least two zero modes. The exact rank of the $19\times19$ matrix is 18, so their number is $38-2\times18=2$.

### Counting the modes on A

Return to the single triangle. Restore the three missing corner sites and require $\psi=0$ on them. Every B atom now has three neighbours, and $M\alpha=0$ becomes

$$\psi(i,j,k+1)=-\psi(i+1,j,k)-\psi(i,j+1,k).$$

This computes row $c=k+1$ from row $c=k$. Each B equation is used once, to define one new amplitude. The $n+2$ values on the first row, $f(a)=\psi(a,n+1-a,0)$ with $a=0,\dots,n+1$, can therefore be chosen freely and fix all the others.

Let $S$ be the shift $(Sf)(a)=f(a+1)$. One step is multiplication by $-(1+S)$, so $c$ steps give $(-1)^c(1+S)^c$. The binomial expansion yields

$$\psi(a,b,c)=(-1)^c\sum_{m=0}^{c}\binom cm f(a+m).$$

The three corner conditions are

$$f(n+1)=0,\qquad f(0)=0,\qquad \sum_{a=0}^{n+1}\binom{n+1}{a}f(a)=0 .$$

After the first two are imposed, the third contains $f(1),\dots,f(n)$ with nonzero coefficients. For $n\ge1$ it is an independent condition. The space of A solutions has dimension

$$(n+2)-3=n-1 .$$

It follows that

$$\operatorname{rank}M=N_A-(n-1)=\frac{n^2+3n+2}{2}=N_B .$$

So $M^T\beta=0$ has no nonzero solution. There are exactly $n-1$ zero-energy orbitals per spin, all on sublattice A. For $n=1$, which is benzene in this model, there are none.

### Unequal bonds

Bond lengths in a real flake differ between edge and interior, so the hoppings differ too. Suppose they all keep the same sign. The missing corner bonds may be given any strength of that sign, because they multiply $\psi=0$. Each step of the recursion then has two negative coefficients of varying size. The last corner condition becomes a sum of $f(a)$ with positive weights in place of the binomials. It is still independent of the other two, and the count remains $n-1$.

## Comparison of the two

The scaling argument gives $n$, and the exact count is $n-1$. The growth rate is right. The constant $-1$ is beyond the reach of the estimate, which treats the edges as long and separate. Per outer edge atom the exact number is $(n-1)/(3n)$, which tends to the one third found for a long edge.

The estimate of the first nonzero level can be sharpened enough to compare numbers. Eliminating $\alpha$ from the two equations gives $MM^T\beta=(E/t)^2\beta$. The diagonal of $MM^T$ is the number of bonds of each B atom: 3, or 2 at the corners. The off-diagonal entries are 1 between neighbouring B atoms, which share one A atom. Neglect the corner exceptions and set $\beta=0$ on the lines just outside the flake, where one label equals $-1$. On a plane wave, $MM^T$ then acts as $|g|^2$, with

$$g(\mathbf k)=\sum_{x=1}^3e^{i\mathbf k\cdot\mathbf d_x},$$

where the $\mathbf d_x$ are the three bond vectors from a B atom, of length $a$ and $120^\circ$ apart.

At a Dirac point the three terms are $1,\omega,\omega^2$ up to a common phase, with $\omega=e^{2\pi i/3}$, and add to zero. For a small extra wavevector of size $p$ and direction $\theta$, the linear term has modulus

$$|g|\approx pa\left|\sum_x\omega^x\cos\!\left(\theta-\tfrac{2\pi x}{3}\right)\right|=\tfrac32\,pa .$$

To see this, write the cosine as two exponentials: one contributes $\tfrac12e^{i\theta}$ three times, and the other contains $\sum_x\omega^{2x}=0$. (Numbering the bonds in the opposite sense describes the other Dirac point, with the same modulus.)

The slowly varying factor $F$ of $\beta$ therefore obeys

$$-\tfrac94a^2\nabla^2F=(E/t)^2F,$$

with $F=0$ on the three outer lines. Let $h_1,h_2,h_3$ be the distances from these lines. Rows are $\tfrac32a$ apart, so $h_1=\tfrac32a(i+1)$, and likewise for the others. Their sum is $h=\tfrac32a(n+3)$. Take

$$F=\sum_{x=1}^3\sin\frac{2\pi h_x}{h}=4\prod_{x=1}^3\sin\frac{\pi h_x}{h}.$$

The two forms agree because the three angles $2\pi h_x/h$ add to $2\pi$. The product vanishes on each line and is positive inside, so this is the lowest solution. Each sine in the sum has $-\nabla^2=(2\pi/h)^2$. Hence

$$E_1\approx t\,\frac{3a}{2}\,\frac{2\pi}{h}=\frac{2\pi t}{n+3}.$$

This holds for large $n$, where the linear dispersion suffices. In this approximation the two Dirac points give one such solution each, so the level is double. The neglected corner terms can split the pair for some $n$, for example $n=3$. Diagonalisation gives the following.

| $n$ | zero modes: scaling / exact | $E_1/t$: $2\pi/(n+3)$ / diagonalised |
|---|---|---|
| 2 | 2 / 1 | 1.257 / 1.000 |
| 4 | 4 / 3 | 0.898 / 0.823 |
| 6 | 6 / 5 | 0.698 / 0.670 |
| 10 | 10 / 9 | 0.483 / 0.478 |

Relative to the diagonalised value, the formula for $E_1$ is 9% too high at $n=4$ and 1% too high at $n=10$. A pure $1/n$ law would halve the level between $n=5$ and $n=10$; it falls from 0.748 to 0.478. The shift from $n$ to $n+3$ accounts for most of this difference.

## The flake with four hexagons per side

The side, measured as four hexagon widths, is $4\sqrt3\times0.142=0.98$ nm. There are 33 atoms, with $N_A=18$ and $N_B=15$, so three zero modes and 15 pairs of levels $\pm E$. The first nonzero level is double here, at $0.8226\times2.7=2.22$ eV.

The last corner condition is $5f(1)+10f(2)+10f(3)+5f(4)=0$, or

$$f(1)+2f(2)+2f(3)+f(4)=0 .$$

One solution is $f=(0,0,1,-1,0,0)$, with both end values included. Adding neighbours and changing the sign gives the successive rows

$$(0,-1,0,1,0),\quad(1,1,-1,-1),\quad(-2,0,2),\quad(2,-2),\quad(0).$$

The final zero is the third corner condition. The numerical output lists two more modes, which complete a basis.

Another solution, $f=(0,1,-1,1,-1,0)$, is special. Neighbouring amplitudes cancel, so the interior of the next row vanishes, and the recursion leaves nonzero values at the ends of the rows alone. The mode lives on the 12 edge A atoms with alternating sign. Averaged over the three modes, 86% of the weight is on these atoms.

### Hopping beyond nearest neighbours

Add second-neighbour hopping $-t_2$. Two second-neighbour A atoms share one B atom, so on sublattice A

$$M^TM=D+T,$$

where $D$ is the number of bonds of each atom and $T$ is 1 between second neighbours. On zero modes $M^TM$ vanishes, so $T$ acts as $-D$ and the perturbation $-t_2T$ acts as $+t_2D$. As $D$ is 2 on edge A atoms and 3 inside, first-order shifts lie between $2t_2$ and $3t_2$.

For a rough $t_2=0.1$ eV, the edge-only mode moves by 0.200 eV and the other two by 0.221 eV. Full diagonalisation agrees to the digits shown. The modes leave zero together and spread by about 21 meV. The spread is proportional to $|t_2|$, which is not well fixed for graphene; a magnitude of 0.3 eV, of either sign, gives 64 meV.

Third-neighbour hopping connects A to B, so the imbalance still guarantees at least three zero modes. With a rough $t_3=0.2$ eV of the same sign as $t$, there are three, and the first nonzero level drops from 2.22 to 1.98 eV.

### Electron repulsion

Let two electrons on one atom repel with energy $U$, roughly 3 eV, and treat this in mean field. Assume one electron per atom and parallel spins in the zero modes. Let $s_i$ be the summed weight of the normalised zero modes on atom $i$. Levels at $\pm E$ have equal site weights, and the weights of all orbitals on an atom add to 1. The filled negative levels thus contribute $(1-s_i)/2$ per spin. The spin-up density is $(1+s_i)/2$ and the spin-down density $(1-s_i)/2$.

Measured from half filling, each spin feels $U$ times the excess density of the other: $-Us_i/2$ for up and $+Us_i/2$ for down. To first order, the gap between filled and empty zero modes is $U$ times the smallest eigenvalue of $s_i$ within the three-mode space, which gives 0.57 eV. Letting all orbitals readjust self-consistently raises it to 0.72 eV. These figures count repulsion on the same atom only. Repulsion between electrons on different atoms widens the gap further. Take that repulsion as $V(r)=U/\sqrt{1+(\varepsilon Ur/e^2)^2}$ with $e^2=1.44$ eV nm, which tends to $U$ at short range and to $e^2/(\varepsilon r)$ at long range, and let each atom carry one compensating positive charge. With $U$ kept at 3 eV and a dielectric constant $\varepsilon$ between 10 and 1, the mean-field gap is about 1.0 to 2.4 eV. The upper value depends on the short-range form: $V(r)=e^2/(\varepsilon r+e^2/U)$ gives 1.9 eV at $\varepsilon=1$. With no screening at all, $U$ itself is nearer 11 eV, and either form gives a gap of 6 to 7 eV. "Zero-energy" therefore describes the hopping model, not the energy to add or remove an electron.

### Growth and use

The flake, about 1 nm wide, stands for a very small graphene island that has been decoupled from its growth substrate. At 300 K, $k_BT=0.026$ eV, comparable with the 21 meV spread from $t_2=0.1$ eV. At 1300 K, a rough growth temperature, $k_BT=0.112$ eV. The first nonzero level is still about 20 times larger, and the mean-field gap from on-site repulsion about 6 times. That gap separates filled from empty orbitals and is not the energy to turn a spin. Turning one of the three parallel spins costs only about 0.2 eV in the same mean field with $U=3$ eV. That mean-field state mixes total spin $3/2$ and $1/2$, so the figure is rough; other estimates for the same model range from about 0.1 to 0.3 eV. This is one to three times $k_BT$ at 1300 K, so for this $U$ the spins cannot be counted on to stay parallel there. Fully unscreened repulsion, with $U$ near 11 eV, raises the mean-field cost to about 0.75 eV. Adding unscreened long-range repulsion while keeping $U=3$ eV lowers it to about 0.12 eV.

Extra hydrogen changes the count itself. A second hydrogen on an edge A atom removes its $p_z$ orbital. The surviving modes are the old ones that vanish there; this is one condition, so two remain. On a corner B atom, the extra hydrogen removes one of 15 independent equations, leaving $18-14=4$ zero modes.

A metal under the flake breaks the assumption of isolation most directly. Hybridisation and charge transfer can shift and broaden the levels. Their size depends on the metal and the bonding distance and is not calculated here, so the energies above should not be applied to a flake still bound to its growth metal.

## Computed values

```
n, atoms, N_A, N_B, zero modes, first nonzero |E|/t
 1    6   3   3  0 1.0000
 2   13   7   6  1 1.0000
 3   22  12  10  2 0.8632
 4   33  18  15  3 0.8226
 5   46  25  21  4 0.7484
 6   61  33  28  5 0.6699
 7   78  42  36  6 0.6145
 8   97  52  45  7 0.5617
 9  118  63  55  8 0.5157
10  141  75  66  9 0.4781
Double triangle: hexagons 11, atoms 38
  imbalance 0, exact rank 18, zero modes 2
Example: n = 4, t = 2.7 eV, bond = 0.142 nm
Side, n hexagon widths: 0.984 nm
Positive levels E/t (degeneracy):
  0.8226(2) 1.0000(3) 1.3378(1) 1.4142(3) 1.9084(2)
  1.9337(1) 2.3836(2) 2.7333(1)
First nonzero level: 2.221 eV
Zero modes, rows c = 0,1,..., a rising from 0 (corners included):
  0 2 -1 0 0 0 | -2 -1 1 0 0 | 3 0 -1 0 | -3 1 1 | 2 -2 | 0
  0 0 1 -1 0 0 | 0 -1 0 1 0 | 1 1 -1 -1 | -2 0 2 | 2 -2 | 0
  0 0 0 1 -2 0 | 0 0 -1 1 2 | 0 1 0 -3 | -1 -1 3 | 2 -2 | 0
Edge A atoms: 12, mean zero-mode weight there: 0.857
t2 = 0.1 eV: first-order shifts (eV) 0.2000 0.2214 0.2214
  full shifts (eV) 0.2000 0.2214 0.2214
  spread of the shell: 21.42 meV
t3 = 0.2 eV: zero modes 3, first level 1.978 eV
U = 3.0 eV: spin splitting, first order 0.574 eV
  self-consistent mean field 0.722 eV
T = 300 K: kT = 0.0259 eV, first level/kT = 85.9
T = 1300 K: kT = 0.1120 eV, first level/kT = 19.8
Extra H on any edge A atom: zero modes 2
Extra H on any corner B atom: zero modes 4
```
